\section*{Trajectory Reproducibility and Exactly Reversible Integer Verlet in Molecular Dynamics}

\section{Two runs that ought to agree}

A first-principles molecular dynamics run is repeated from the same starting positions and velocities, but the sums inside the force calculation are taken in a different order. For some picoseconds the two trajectories coincide. Then the atoms are in different places. Without an estimate of when this must happen, one may search for a programming error that does not exist, or tighten the force convergence again and again in the hope of a reproducible trajectory. One may also run a trajectory backward as a test of the integrator, and blame the integrator when the start is not recovered.

The cause is chaos. A small separation $D$ between two trajectories grows on average as
\begin{equation}
D(t)=D(0)\,e^{\lambda t},
\label{growth}
\end{equation}
where $\lambda$ is the largest Lyapunov exponent. The range considered here is $\lambda=1$ to $10\ \mathrm{ps^{-1}}$. Equation~(\ref{growth}) describes linearised dynamics, so $D$ must stay small compared with the distances over which the forces change appreciably. I take $D$ to be the root-mean-square (rms) separation per Cartesian coordinate, and call reproducibility lost when it reaches $\Delta=0.1$~\AA.

\section{The estimate on the back of an envelope}

Setting $D(t^*)=\Delta$ in Eq.~(\ref{growth}) and taking the logarithm gives
\begin{equation}
t^*=\frac1\lambda\ln\frac{\Delta}{D(0)} .
\label{envelope}
\end{equation}

For roundoff, consider a coordinate near 10~\AA. Neighbouring double-precision numbers there are $1.8\times10^{-15}$~\AA\ apart. With this as $D(0)$, the logarithm is $\ln(0.1/1.8\times10^{-15})\approx32$. The trajectory is lost after about 32~ps if $\lambda=1\ \mathrm{ps^{-1}}$, and after about 3.2~ps if $\lambda=10\ \mathrm{ps^{-1}}$.

A force error of $10^{-6}$ needs a unit. I take it as an rms \emph{difference} $\delta F=10^{-6}$~eV/\AA\ between the forces of the two runs. An error that is the same function of position in both runs changes the dynamics but does not separate them. During one time step $h$ the difference changes the velocity of an atom of mass $m$ by
\begin{equation}
\delta v=\frac{h\,\delta F}{m}.
\end{equation}
To compare this with a displacement, let the atom vibrate with angular frequency $\omega$. A kick $\delta v$ at the equilibrium point produces $x(t)=(\delta v/\omega)\sin\omega t$, whose amplitude is
\begin{equation}
s_F=\frac{\delta v}{\omega}=\frac{h\,\delta F}{m\omega}.
\label{kick}
\end{equation}
For $m=50$~u, $h=2$~fs and $\omega=12.07\ \mathrm{rad\,ps^{-1}}$, a value taken from the model described below, the kick is $3.86\times10^{-7}$~\AA/ps and
\begin{equation}
s_F=\frac{3.86\times10^{-7}}{12.07}\ \text{\AA}=3.20\times10^{-8}\ \text{\AA}.
\end{equation}
Now the logarithm is $\ln(0.1/3.20\times10^{-8})\approx15$, which gives 15~ps and 1.5~ps at the two ends of the range.

The force error exceeds the position roundoff by more than seven powers of ten, yet it shortens the lifetime only by about a factor of two. The error stands inside a logarithm, while $\lambda$ stands outside it.

\section{Errors that arrive at every step}

The envelope estimate admits one error at the start. In reality a new one enters at each step. Let $s$ be the rms displacement difference injected per step, and let $\xi_k$ be independent random numbers of zero mean and unit variance. With $g=e^{\lambda h}$, the separation obeys
\begin{equation}
D_{k+1}=gD_k+s\,\xi_k,\qquad D_0=0 .
\end{equation}
Here $D_k$ is a signed amplitude along the growing direction. Repeated substitution gives
\begin{equation}
D_n=s\sum_{k=0}^{n-1}g^{\,n-1-k}\xi_k ,
\end{equation}
because an error injected in step $k$ is amplified by the $n-1-k$ steps that follow. On squaring and averaging, the cross terms vanish, since the errors are independent. With $j=n-1-k$,
\begin{align}
\langle D_n^2\rangle
&=s^2\sum_{j=0}^{n-1}g^{2j}
=s^2\,\frac{g^{2n}-1}{g^2-1}.
\label{variance}
\end{align}
Write $t=nh$, so that $g^{2n}=e^{2\lambda t}$. Once $e^{2\lambda t}\gg1$, the $-1$ in the numerator can be dropped, and the square root is
\begin{equation}
\sqrt{\langle D_n^2\rangle}\simeq\delta_{\rm eff}\,e^{\lambda t},
\qquad
\delta_{\rm eff}=\frac{s}{\sqrt{e^{2\lambda h}-1}}
\simeq\frac{s}{\sqrt{2\lambda h}} .
\label{seed}
\end{equation}
The last form holds for $\lambda h\ll1$. The stream of errors therefore acts like a single, larger initial error, and
\begin{equation}
t^*\simeq\frac1\lambda
\ln\!\left(\frac{\Delta\sqrt{e^{2\lambda h}-1}}{s}\right).
\label{lifetime}
\end{equation}

This remains an estimate. A random error has only a partial projection on the fastest-growing direction, and the growth rate fluctuates along the trajectory. For $N$ atoms, an amplitude along one direction of the $6N$-dimensional space of positions and scaled velocities corresponds to an rms per coordinate smaller by about $1/\sqrt{6N}$; Eq.~(\ref{lifetime}) ignores this factor. A factor $c$ omitted from $\delta_{\rm eff}$ shifts $t^*$ by $-(\ln c)/\lambda$.

For roundoff, take an integrator that stores velocities separately, such as velocity Verlet, so that rounding a position does not directly change the velocity. (A rule that keeps only two successive positions turns a rounding $u$ into a velocity error $u/h$; that case appears in the last section.) Suppose that a stored coordinate is rounded to the nearest multiple of $u$. The rounding error is then spread evenly between $-u/2$ and $u/2$, with variance
\begin{equation}
\frac1u\int_{-u/2}^{u/2}y^2\,dy=\frac{u^2}{12}.
\end{equation}
If the two runs round independently, their difference has twice this variance, so
\begin{equation}
s_R=\frac{u}{\sqrt6}=\frac{1.776\times10^{-15}}{\sqrt6}\ \text{\AA}
=7.25\times10^{-16}\ \text{\AA}.
\end{equation}

Independence is a simplification. Two runs that start from identical numbers at first add nearly identical increments $hv$ to identical positions, so most of their roundings coincide and cancel in the difference. The value $s_R$ therefore tends to overestimate the seed, and the roundoff lifetimes below tend to be too short. The overestimate enters only through the logarithm; its size is not derived here.

At $\lambda=1\ \mathrm{ps^{-1}}$ and $h=0.002$~ps, the root in Eq.~(\ref{seed}) is $\sqrt{e^{0.004}-1}=0.0633$. The effective seeds are $1.15\times10^{-14}$~\AA\ for roundoff and $5.05\times10^{-7}$~\AA\ for the force error. Thus
\begin{align}
t_R^*&=\ln\frac{0.1}{1.15\times10^{-14}}\ \mathrm{ps}\approx30\ \mathrm{ps},\\
t_F^*&=\ln\frac{0.1}{5.05\times10^{-7}}\ \mathrm{ps}\approx12\ \mathrm{ps}.
\end{align}
The same calculation at both ends of the range gives these lifetimes in ps:
\begin{center}
\begin{tabular}{lcc}
Difference between runs & $\lambda=1\ \mathrm{ps^{-1}}$ & $\lambda=10\ \mathrm{ps^{-1}}$\\
Position roundoff & 30 & 3.1\\
$10^{-6}$ eV/\AA & 12 & 1.3\\
$10^{-6}$ hartree/bohr & 8.3 & 0.9
\end{tabular}
\end{center}
The last row is for readers who state force errors in atomic units, where $10^{-6}$ hartree/bohr is $5.14\times10^{-5}$~eV/\AA. Accumulation has shortened the envelope times by a few picoseconds at most.

The roundoff row assumes that the force difference between the runs is negligible beside the rounding of positions. Since $s_F$ is proportional to $\delta F$, the estimate makes the two sources equal when
\begin{equation}
\delta F=10^{-6}\,\frac{7.25\times10^{-16}}{3.20\times10^{-8}}\ \text{eV/\AA}
\approx2\times10^{-14}\ \text{eV/\AA}.
\end{equation}
If the forces of two first-principles runs differ by more than this, the force difference sets the lifetime.

\section{What the step, the precision and persistence change}

Reducing the error by a factor of ten adds $\ln(10)/\lambda$ to the lifetime: 2.3~ps at $\lambda=1\ \mathrm{ps^{-1}}$ and 0.23~ps at $10\ \mathrm{ps^{-1}}$. Each further decimal digit of force convergence buys the same short extension, as long as the force difference stays well above the level at which roundoff takes over.

If all errors are independent, the time step acts in opposite ways on the two sources. For position roundoff with separately stored velocities, $s$ then does not depend on $h$, so $\delta_{\rm eff}\propto h^{-1/2}$: shorter steps mean more roundings. This scaling need not hold for two runs started from identical numbers, because roundings that coincide in both runs do not separate them. For random force errors $s\propto h$, so $\delta_{\rm eff}\propto h^{1/2}$. For $\lambda h\ll1$, halving the step changes either of these lifetimes by only $\ln(2)/(2\lambda)$.

A force difference may also persist instead of changing randomly, as when two runs use different basis sets. A constant force $\delta F$ on an oscillator moves its equilibrium by $\delta F/(m\omega^2)=s_F/(h\omega)$. Using this shift as a single seed gives
\begin{equation}
\frac{3.20\times10^{-8}}{0.002\times12.07}\ \text{\AA}
\approx1.3\times10^{-6}\ \text{\AA},
\end{equation}
and Eq.~(\ref{envelope}) yields about 11~ps at $\lambda=1\ \mathrm{ps^{-1}}$. This order-of-magnitude argument places persistent and random errors of equal size close together.

The limit $\lambda\to0$ is different in kind. Every term of the sum in Eq.~(\ref{variance}) tends to one, so
\begin{equation}
\sqrt{\langle D_n^2\rangle}\to s\sqrt n=s\sqrt{t/h}.
\end{equation}
The exponential has become a random walk. Real regular motion can separate faster than this, because two slightly different vibrational frequencies produce a phase difference that grows in proportion to time. That growth is still a power of time, and the logarithmic law does not apply.

\section{Comparison with a chaotic model}

The estimate can be compared with trajectories of a model that has round parameters. It contains 32 atoms of mass 50~u in a periodic cube of side 10~\AA. Two atoms at distance $r<R$ repel with energy $A(1-r^2/R^2)^4$, where $A=2$~eV and $R=4$~\AA. There is no electronic-structure calculation; the model supplies chaotic nuclear motion with forces that depend on positions alone.

The trajectories are integrated by velocity Verlet with a 2~fs step. They start from a face-centred cubic lattice with velocities corresponding to 1000~K. The mean kinetic temperature later is 383~K, averaged over the sampling period, since much of the kinetic energy has gone into repulsion. The atoms leave their lattice sites, moving about 4~\AA\ rms in 16~ps, so the model is a fluid rather than a vibrating crystal. The frequency used above follows from $\omega^2=\langle a^2\rangle/\langle v^2\rangle$, with $a$ the acceleration and $v$ the velocity. For a harmonic oscillator this ratio is the squared angular frequency; here it defines a typical one.

To find $\lambda$, a neighbouring trajectory is started at a separation of $10^{-6}$~\AA, measured over all coordinates and suitably scaled velocities. Every 0.1~ps the logarithm of the growth is recorded and the separation is scaled back. Six trajectories of 16~ps, with the first 2~ps discarded, give $\lambda=2.64\pm0.11\ \mathrm{ps^{-1}}$, where the uncertainty is the standard error of the mean.

Pairs of runs are then left to diverge freely. Roundoff is exposed by translating all atoms by $1/3$~\AA: the exact motion is unchanged, but the coordinates no longer all round alike. Reordering the force sums, the case described at the start, is a weaker disturbance: it changes the forces of the model by only about $3\times10^{-17}$~eV/\AA. Its lifetime is not measured here and may be longer. Force errors are imitated by Gaussian noise in one run of the pair. For roundoff, Eq.~(\ref{lifetime}) predicts
\begin{equation}
t_R^*=\frac{1}{2.64}\ln\frac{0.1\times0.103}{7.25\times10^{-16}}\ \mathrm{ps}
\approx11.5\ \mathrm{ps},
\end{equation}
where $0.103=\sqrt{e^{2\times2.64\times0.002}-1}$. The mean over six starting points is 12.1~ps. For noise of $10^{-6}$~eV/\AA\ the prediction and the measured mean are both 4.8~ps. The roundoff runs thus last about 6\% longer than the estimate, relative to the estimate. Neither this difference nor the close match for the noise should be read as the accuracy of the formula: the projection factor alone, $\sqrt{6\times32}\approx14$, is worth $\ln(14)/2.64\approx1$~ps, and agreement was required only within twice that.

Lowering the noise to $10^{-10}$~eV/\AA\ isolates the logarithm, because the omitted factors cancel in the delay between the two levels. The delay should be $\ln(10^4)/2.64\approx3.5$~ps; the runs give 3.4~ps. Four more digits of force precision have bought less than four picoseconds.

\section{Verlet in integers}

Reversibility is a separate matter from reproducibility. Adding the Taylor expansions of $x(t+h)$ and $x(t-h)$ cancels the odd terms. Dropping terms of order $h^4$ leaves the Verlet rule
\begin{equation}
x_{n+1}=2x_n-x_{n-1}+\frac{h^2}{m}F(x_n).
\label{verlet}
\end{equation}
It is unchanged when $x_{n+1}$ and $x_{n-1}$ are exchanged, so in exact arithmetic it can be run backward. Floating-point addition spoils this, because it discards digits: in double precision $(2^{-60}+1)-1$ gives zero, and the number $2^{-60}$ cannot be recovered.

Let positions instead be integer multiples of a small length $q$, so that $x=qX$. Divide Eq.~(\ref{verlet}) by $q$ and round only the force term:
\begin{equation}
X_{n+1}=2X_n-X_{n-1}+G(X_n),\qquad
G(X)=\mathrm{round}\!\left[\frac{h^2F(qX)}{mq}\right].
\label{integer}
\end{equation}
The force may be computed in floating point; $G$ is an integer all the same. Provided there is no overflow, integer addition and subtraction lose nothing. Solving for the earlier configuration gives
\begin{equation}
X_{n-1}=2X_n-X_{n+1}+G(X_n).
\label{back}
\end{equation}
This is the forward rule with the two outer configurations exchanged.

Suppose the forward run ends with $(X_N,X_{N+1})$. Exchange the two and apply the same rule. Equation~(\ref{back}) with $n=N$ returns $X_{N-1}$, bit for bit. The pair $(X_{N-1},X_N)$ is now known, so the same step returns $X_{N-2}$. By induction the run arrives at the original $(X_0,X_1)$. The size of $\lambda$ does not enter: chaos amplifies errors, and the reversal makes none.

The proof needs one property of $G$: the same $X_n$ must give the same integer on both passes. Accuracy is not required. If the force is a sum over pairs, each pair term can be rounded separately. The integer sum then does not depend on its order. If also $G_{ij}=-G_{ji}$, summing Eq.~(\ref{integer}) over atoms gives
\begin{equation}
\sum_i(X_{i,n+1}-X_{i,n})=\sum_i(X_{i,n}-X_{i,n-1}),
\end{equation}
so for atoms of equal mass, as in the model here, the total momentum is conserved exactly too.

In first-principles dynamics the condition on $G$ is a real demand. An incompletely converged self-consistent calculation, started from the electronic state of the previous step, gives a force that depends on history. The previous step is a different one on the way back, so $G(X_n)$ takes a different value. Starting every calculation from a guess fixed by the current positions, with a deterministic sequence of operations, restores a single-valued force even if convergence is incomplete. This is sufficient but not the only way. The guess may itself be stored as integers $P_n$ and advanced by a rule of the same symmetric form, $P_{n+1}=2P_n-P_{n-1}+K(X_n,P_n)$, with $G$ and $K$ single-valued integer functions of $(X_n,P_n)$. The proof then applies to $X$ and $P$ together, and the run reverses exactly although the force depends on history. What spoils reversal is a memory that looks only backward.

\section{Forward and back}

The model was run forward for 9100 steps, or 18.2~ps, and then backward for as long. Double-precision velocity Verlet with reversed velocities missed its starting positions by 2.9~\AA\ rms per coordinate. Over 3.0~ps each way, the miss was only $6.5\times10^{-13}$~\AA. The size of the miss is thus a matter of run length; even the short run does not return bit for bit.

The integer version used $2^{50}$ grid points per box edge, so $q=8.9\times10^{-15}$~\AA. After the long return, all 192 integers of the two starting configurations were recovered. They were also recovered when each pair force was rounded to multiples of $10^{-6}$~eV/\AA: a coarse force, but a single-valued one. Finally, the force was given a memory, by leaving one millionth of its change from the previous step unconverged. All 192 integers then came back wrong, and the positions missed by 3.6~\AA\ rms.

Exact return does not make the integer trajectory accurate. A rounding of order $q$ in one step changes the velocity by about $q/h$, which is equivalent to a displacement
\begin{equation}
\frac{q}{h\omega}=\frac{8.9\times10^{-15}}{0.002\times12.07}\ \text{\AA}
\approx3.7\times10^{-13}\ \text{\AA}.
\end{equation}
With this as $s$ and $\lambda=2.64\ \mathrm{ps^{-1}}$, Eq.~(\ref{lifetime}) gives about 9~ps. At 0.5~ps the integer and double-precision positions still agreed within $8.5\times10^{-12}$~\AA\ rms. By the turning point at 18.2~ps, the estimate says that the integer run had long left the exact solution of Eq.~(\ref{verlet}). It nevertheless retraced its own path to the last bit. A successful reversal therefore shows that the map is reversible; it does not show that the trajectory is the true one.
